Stable Defect Charge States from a Lower Convex Hull

**The question posed by a trap**

A vacancy in the oxide of a charge-trap or resistive memory can hold different numbers of electrons. A supercell calculation gives one energy for each charge, but which charge state is the equilibrium one depends on the Fermi level, the energy at which electrons are exchanged with their surroundings. The task is to turn a short list of energies into the sequence of stable charges, and to find out how much error that sequence tolerates.

Let q be the defect charge in units of the elementary charge, and F the Fermi level measured from the valence-band maximum E_V. The formation energy at F = 0 is

E(q) = E_tot(q) − E_bulk − Σ n_i μ_i + q E_V + E_corr(q).

Here n_i is the number of atoms of species i added (negative if removed), μ_i is their chemical potential, and E_corr removes the finite-size error. Removing q electrons and giving them to a reservoir at F adds qF, so the cost of the state is

C(q,F) = E(q) + qF.

The defects are assumed dilute, the μ_i fixed, and E(q) the lowest relaxed configuration of each charge. "Stable" means lowest cost. Two charges a and b cost the same when E(a) + aF = E(b) + bF, which gives the transition level

ε(a/b) = [E(a) − E(b)]/(b − a).

**Why the convex hull decides**

Plot the points (q, E(q)). Their lower convex hull H(q) is the highest convex curve that passes above none of them. It consists of straight edges joined at vertices, with slopes that increase strictly from left to right. The end charges are vertices.

Take a state q that is not a vertex. It lies between the ends a < q < b of a hull edge. Define

λ = (b − q)/(b − a), 1 − λ = (q − a)/(b − a).

Both weights lie between 0 and 1, and λa + (1 − λ)b = q. The edge has height H(q) = λE(a) + (1 − λ)E(b) at q. Adding qF and using the expression for q,

H(q) + qF = λ[E(a) + aF] + (1 − λ)[E(b) + bF]
= λC(a,F) + (1 − λ)C(b,F).

A weighted mean cannot be smaller than the smaller of its two members. With h(q) = E(q) − H(q), the height above the hull, it follows that

C(q,F) = h(q) + λC(a,F) + (1 − λ)C(b,F) ≥ h(q) + min_j C(j,F).

If h(q) > 0, some other state is cheaper by at least h(q) at every real F. A state strictly above the hull is therefore never thermodynamically stable.

The bound is attained. Let s be the slope of the edge and set F = −s = ε(a/b). Then C(j,−s) = E(j) − sj. The edge, extended as a straight line, lies on or below the whole convex hull, so no state costs less than a and b, which are tied. The mean above equals this minimum, and the excess cost of q is h(q). The height above the hull is thus the closest approach to stability. For 350 states, from sets with charges −3 to +3 and random energies between 0 and 5 eV, direct minimisation of the excess over F reproduced h(q) to within 10⁻¹⁵ eV.

If h(q) = 0 but q is not a vertex, the state lies inside an edge. At F = −s it ties with both ends. At any other F the costs of a and b differ, their weighted mean exceeds the smaller one, and q is not lowest. Such a state is stable at a single Fermi level only.

Now take a vertex v, with edge slopes s₋ on its left and s₊ on its right, and choose F in

−s₊ < F < −s₋.

Moving right along an edge of slope s changes the cost by (s + F) per unit charge. On the right of v every slope is at least s₊, so s + F > 0 and the cost rises. On the left every slope is at most s₋, so s + F < 0 and the cost falls towards v. Hence v is the cheapest vertex. A non-vertex state costs at least a weighted mean of two vertex costs, at most one of which is the minimum, so it costs more. Every vertex is the sole minimum on an open interval, which is unbounded on one side for an end charge. Since the levels are −s and slopes increase with q, the stable charge falls as F rises.

This concerns all real F. For an insulator in equilibrium, only intervals that overlap the gap matter.

**The algorithm**

Keep one state per charge, the lowest, and sort by increasing charge. Add the states one at a time to a chain. Before adding n, look at the last two members a < b and remove b if

[E(b) − E(a)](n − b) ≥ [E(n) − E(b)](b − a).

Repeat until the test fails or one member remains, then add n.

The test asks whether b lies on or above the chord from a to n. That condition is

E(b)(n − a) ≥ E(a)(n − b) + E(n)(b − a).

Writing n − a = (n − b) + (b − a) on the left and collecting terms gives the test. Dividing the test by the positive product (n − b)(b − a) shows that it also compares slopes: b goes unless the slope increases there.

The final chain therefore has strictly increasing slopes. It remains to show that no removed state lies below it. Go through the removals backwards. When b was removed, a and n each either survived or were removed later, so both are already known to lie on or above the final chain. That chain is convex, so the chord between a and n also lies on or above it, and b lies on or above that chord. The chain is the hull.

For N ≥ 2 states, each arrival from the third onwards causes at most one failed test, N − 2 in all. Each successful test removes a state, and the first and last are never removed, so there are at most N − 2 of these. After sorting, the work is at most 2N − 4 tests.

The repeated look backwards matters. A purely local criterion uses

U(q) = E(q+1) + E(q−1) − 2E(q).

If U(q) < 0, the state is above the chord of its neighbours and is hidden. The converse fails. For charges −2 to +2 with energies 0, 2.0, 1.9, 2.0 and 0 eV, U(0) = 2.0 + 2.0 − 3.8 = 0.2 eV is positive. Yet the chord from −2 to +2 lies at zero, and the neutral state is 1.9 eV above it.

**How errors move the hull**

*Linear errors.* Replace E(q) by E(q) + A + δq. The constant A may come from a chemical potential, and δ from an error in E_V. A chord reproduces a linear function, so every height h(q) is unchanged and the sequence over all F survives. Each edge slope rises by δ, so every level moves by −δ, and a level may enter or leave the gap.

*Quadratic errors.* A charged supercell interacts with its periodic images and with the uniform background that neutralises it. In atomic units, for a localised charge in a cubic cell of edge L and relative permittivity ε_r, the potential at the charge due to everything else is −αq/(ε_r L), with the mean potential set to zero. The interaction energy is half the charge times this potential. Removing it adds

E_corr(q) = cq², c = α/(2ε_r L).

To find α, take unit charges on a cubic lattice with L = 1 and split each potential as 1/R = erfc(ηR)/R + erf(ηR)/R. The first part is summed over lattice vectors R. Its mean, ∫4πR erfc(ηR)dR = π/η², is subtracted. The second part is summed over reciprocal vectors G, without G = 0, and the charge's own contribution, erf(ηR)/R → 2η/√π as R → 0, is removed:

−α = Σ_{R≠0} erfc(ηR)/R + Σ_{G≠0} (4π/G²)exp(−G²/4η²) − π/η² − 2η/√π.

This gives α = 2.8373. A separate direct sum over neutral cubes, up to eight cells away along each axis, gives 2.3138. That sum leaves a nonzero mean potential; setting the mean to zero adds (2π/3)⟨r²⟩ = π/6, with ⟨r²⟩ = 1/4 over the unit cube, for a total of 2.8374.

The effect of cq² on the height above a chord from a to b follows from

λa² + (1 − λ)b² − q²
= [(b − q)a² + (q − a)b²]/(b − a) − q²
= [q(b² − a²) − ab(b − a)]/(b − a) − q²
= q(a + b) − ab − q²
= (q − a)(b − q).

The chord rises by more than the state does, and the height drops by c(q − a)(b − q). This correction can expose a hidden state.

*Independent errors.* If each energy is uncertain by at most η_E, the height above a given chord is uncertain by at most η_E + λη_E + (1 − λ)η_E = 2η_E. A level ε(a/b) is uncertain by at most 2η_E/|b − a|.

**An oxygen vacancy in the hafnia regime**

The model uses a gap of 5.8 eV, ε_r = 20 and a cubic cell with L = 10 angstrom (18.90 bohr). The correction coefficient is

c = 2.8373/(2 × 20 × 18.90) = 0.00375 hartree = 0.102 eV.

The energies before correction are chosen round values. In eV:

q = +2: 0.20 → 0.609
q = +1: 3.65 → 3.752
q = 0: 6.60 → 6.600
q = −1: 11.00 → 11.102
q = −2: 15.30 → 15.709

Without the correction, +1 lies 3.65 − (0.20 + 6.60)/2 = 0.250 eV above the chord from 0 to +2, and −1 lies 11.00 − (15.30 + 6.60)/2 = 0.050 eV above the chord from −2 to 0. The sequence for rising F is +2, 0, −2.

Both chords span two charges, so (q − a)(b − q) = 1 and each height falls by c. State +1 stays hidden at 0.250 − 0.102 = 0.148 eV. State −1 moves to 0.050 − 0.102 = −0.052 eV, below the chord of its neighbours, and becomes a vertex. The corrected sequence is +2, 0, −1, −2, with levels

ε(+2/0) = (6.600 − 0.609)/2 = 3.00 eV,
ε(0/−1) = 11.102 − 6.600 = 4.50 eV,
ε(−1/−2) = 15.709 − 11.102 = 4.61 eV.

A scan of F across the gap in steps of 0.0005 eV, picking the cheapest state each time, gives the same sequence and levels. The window of −1 is ε(−1/−2) − ε(0/−1) = U(−1) = 0.104 eV, twice its depth below the chord.

The hidden state shows itself in the order of the one-electron levels: ε(+2/+1) = 3.144 eV lies above ε(+1/0) = 2.848 eV. By the time +1 becomes cheaper than +2, the neutral state is cheaper still.

The product cε_r is 2.04 eV. State +1 becomes stable when c exceeds 0.250 eV, that is for ε_r below 8.17. State −1 is lost when c falls below 0.050 eV, for ε_r above 40.9. With the energies before correction held fixed, the sequence holds between these values. Reducing c by one third, as a trial for higher-order terms in 1/L, keeps the sequence but narrows the window of −1 to 0.036 eV.

By the 2η_E bound, +1 is certain to stay hidden if each energy is good to better than 0.074 eV. For −1 the closest chord is the one from −2 to 0, and its stability is certain only for errors below 0.026 eV. The gap matters separately: with the levels held fixed, a gap of 4.0 eV would leave only +2 and 0 visible.

**Finite temperature**

If state q has spin degeneracy g(q), its population is proportional to g(q)exp[−C(q,F)/kT]. This equals exp{−[G(q) + qF]/kT} with

G(q) = E(q) − kT ln g(q).

The most populated states therefore follow from the hull of G, by the same proof. Here +1 and −1 have an unpaired spin and g = 2; the other states have g = 1.

Consider a state between two nondegenerate neighbours, one charge away on either side, at height h above their chord. Set F = ε + x, where ε is the level between the neighbours. Measured from the chord's cost at q, the neighbours cost −x and +x, and the state costs h. Its fraction is

p = r/[r + 2cosh(x/kT)], r = g exp(−h/kT),

if other charges are negligible. The largest value, at x = 0, is r/(2 + r). For g = 2 and h = 0 it is one half. When h = kT ln 2, r = 1 and all three states are equally populated; this is where the state reaches the hull of G.

At 358 K (85 °C), kT = 0.0309 eV. For +1, r = 2exp(−0.148/0.0309) = 0.0166, and the peak fraction is 0.8 percent. For −1, h = −0.052 eV and the peak is 84 percent: a stable state need not hold the whole population when its window is only a few kT wide. Spin alone would expose +1 near 2500 K, a formal figure far outside the use of the device. Vibrational entropy is omitted. Relative to the mean of its neighbours, +1 would need an extra 4.1k to be exposed at 358 K, and −1 would need a deficit of 2.4k to be hidden.

**What a memory cell does with this sequence**

The gap, permittivity and cell size are rough values for hafnia; the energies are model inputs, not a calculation for one vacancy site. A hafnia film need not be cubic, and it can be polycrystalline or amorphous, in which case the energies vary from site to site. An upward shift of 0.1 eV in the energy of −1 alone would hide it. The larger departure is that a memory cell need not reach equilibrium. With a rough attempt rate of 10¹³ per second and no lattice-relaxation barrier, thermal emission over a depth D takes about 10⁻¹³exp(D/kT) s. From −2 to −1, D = 5.8 − 4.606 = 1.194 eV, and the time at 358 K is about 10^3.8 s, under two hours. From 0 to +1, D = 5.8 − 2.848 = 2.952 eV, and the time is about 10^28.6 s, against 10^8.5 s for ten years. By this route a neutral vacancy stays neutral even where +2 is the equilibrium state. Exchange with the electrodes and hole capture are not included and could be faster.

A field also lets the electron tunnel out. In atomic units, with effective mass m and force K, the barrier D − Kx ends at x = D/K, and the tunnelling exponent is

2∫₀^{D/K} √[2m(D − Kx)] dx = 4√(2m) D^{3/2}/(3K).

For D = 1.194 eV, a rough mass of 0.2 electron masses and 1 MV/cm, this is 39.8. With the same attempt rate, the time 10⁻¹³exp(39.8) s is about 10^4.3 s, comparable with thermal emission at zero field. The two routes also combine. An electron that first gains an energy y from lattice vibrations has the total exponent y/kT + 39.8(1 − y/D)^{3/2}. This is smallest near y = 0.69 eV, where it is about 33.3 and the time is about 10^1.5 s. In this estimate the field shortens the emission time from under two hours to less than a minute. The direct tunnelling path D/K is 12 nm long, so the direct estimate assumes at least that much oxide between the trap and the electrode; the combined path (D − y)/K is only 5 nm long, but with less than about 8.4 nm of oxide, and empty electrode states at the trap level, direct tunnelling through the shortened barrier has an exponent below 33.3, so the combined estimate needs more oxide than that. A closer electrode cuts the barrier short and can make escape much faster. The repulsion between the electron and the −1 centre it leaves behind is also omitted; it raises the barrier. Screened by ε_r = 20 it lengthens these times by a factor of about 2 to 5; screened only by an electronic permittivity near 4.5, by one to three orders of magnitude. Lattice relaxation is omitted from the tunnelling estimates as well. D is a thermodynamic level, so tunnelling from it is weighted by the overlap of the relaxed lattices of the two charge states. For a single phonon mode of 0.06 eV and a relaxation energy between 0.2 and 1.0 eV, tunnelling without net phonon exchange takes 10^5.6 to 10^8.5 s, and the phonon-assisted time is 10^1.8 to 10^2.6 s. The times therefore illustrate the effect of a field and do not predict the retention of a device. If the local field at the defect equals the applied field, an assumed polarisability difference of 10 angstrom³ shifts an energy by only 3.5 × 10⁻⁵ eV, so this induced polarisation hardly touches the hull. A difference in permanent dipole between charge states, possible at a site of low symmetry, is not included; in the same local field it would shift an energy by up to 0.01 eV for each electron-angstrom. When the trap exchanges electrons at a single Fermi level, it relaxes towards the equilibrium populations, and the hull of G gives the most populated state; retention depends on the emission times. Under bias the two electrodes have different Fermi levels, no single F applies, and the hull need not give the steady state.

Calculated quantities

```
Random states: vertex 8869, edge 189, above 5782
Linear programs: 350, largest height error 8.9e-16 eV
Toy energies, charge -2 to +2: [0.0, 2.0, 1.9, 2.0, 0.0] eV
Toy neutral state: U = 0.20 eV, height above hull 1.90 eV
Cubic image constant: Ewald 2.83730, direct sum 2.83738
Gap 5.8 eV, permittivity 20, cell edge 10.0 angstrom
Correction coefficient c = 0.1021 eV = 0.003754 hartree
Charge +2: raw 0.200, corrected 0.609, height above hull 0.000 eV
Charge +1: raw 3.650, corrected 3.752, height above hull 0.148 eV
Charge +0: raw 6.600, corrected 6.600, height above hull 0.000 eV
Charge -1: raw 11.000, corrected 11.102, height above hull 0.000 eV
Charge -2: raw 15.300, corrected 15.709, height above hull 0.000 eV
Stable sequence, uncorrected: +2, 0, -2
Stable sequence, corrected: +2, 0, -1, -2
Chord tests used for corrected data: 4
Level (+2/+0): 2.996 eV above valence band
Level (+0/-1): 4.502 eV above valence band
Level (-1/-2): 4.606 eV above valence band
Hidden-state levels: (+2/+1) 3.144, (+1/0) 2.848 eV
Uncorrected heights: +1 0.250, -1 0.050 eV
Fermi window of -1: 0.104 eV
Depth of -1 below chord of its neighbours: 0.052 eV
Sequence holds for permittivity 8.17 to 40.86
Correction cut by one third: sequence +2, 0, -1, -2
  window of -1 then 0.036 eV
Visible with gap 4.0 eV: +2, 0
Temperature 358 K, kT = 0.0309 eV, kT ln 2 = 0.0214 eV
Peak fraction of hidden +1: 0.82 percent
Peak fraction of stable -1: 84.4 percent
Spin entropy alone would expose +1 at 2475 K
Extra entropy to expose +1 at 358 K: 4.10 k
Entropy deficit to hide -1 at 358 K: 2.38 k
Attempt rate 1e+13 1/s, tunnelling mass 0.2 m_e
Emission depth: -2 to -1 1.194 eV, 0 to +1 2.952 eV
log10 thermal time/s: -2 to -1 3.8, 0 to +1 28.6
Field 1.0 MV/cm: tunnelling exponent 39.8
log10 tunnelling time/s, -2 to -1: 4.3
log10 of ten years in s: 8.5
Field polarisation for 10 angstrom^3: 3.5e-05 eV
```
